# Vibronic levels and reduction factors of a Jahn–Teller doublet, part 1

(Sections cited here and not found follow in the later parts.)

## 1. An orbital doublet on a soft frame

Three identical atoms at the corners of an equilateral triangle, or a defect with a threefold axis in a crystal, can hold one electron in a pair of orbitals that symmetry makes degenerate. The frame of atoms has a pair of degenerate vibrations of the same symmetry type E. A displacement along either vibration splits the orbital pair linearly in the displacement, so the symmetric geometry is unstable, and a frozen-displacement electronic-structure calculation delivers the slope of that splitting. When the energy gained by distorting is comparable with the vibrational quantum, electron–phonon perturbation theory has no small parameter. The Born–Oppenheimer separation also fails, because the two electronic surfaces touch at the symmetric point. One then has to ask what the true electron-plus-vibration (vibronic) levels are, and how strongly a weak electronic perturbation such as spin–orbit coupling or strain still acts on the lowest of them.

The model keeps one electronic doublet, one doubly degenerate harmonic mode and the coupling linear in the displacement. Spin is left out. Hartree atomic units are used, so $\hbar = 1$.

## 2. The Hamiltonian

Let $\theta$ and $\epsilon$ be real electronic functions, written as the column vectors $(1,0)$ and $(0,1)$, and let $\sigma_x,\sigma_y,\sigma_z$ be the Pauli matrices in this basis. The mode has coordinates $X,Y$, mass $M$ and frequency $\omega$:

$$H=\frac{P_X^2+P_Y^2}{2M}+\frac{M\omega^2}{2}(X^2+Y^2)+F\,(X\sigma_z+Y\sigma_x).$$

Set $X=\ell Q_x$ and $Y=\ell Q_y$ with $\ell=1/\sqrt{M\omega}$. Then $1/(M\ell^2)=\omega$ and $M\omega^2\ell^2=\omega$, and with $P_x=-i\partial/\partial Q_x$, $P_y=-i\partial/\partial Q_y$,

$$\frac{H}{\omega}=\tfrac12(P_x^2+P_y^2+Q_x^2+Q_y^2)+W,\qquad W=k\,(Q_x\sigma_z+Q_y\sigma_x),\qquad k=\frac{F\ell}{\omega}=\frac{F}{\sqrt{M\omega^3}}.\tag{1}$$

The sign of $F$ can be absorbed in $Q\to-Q$, so $k>0$. Energies in units of $\omega$ are written $\mathcal E=E/\omega$. With $Q_x=\rho\cos\phi$ and $Q_y=\rho\sin\phi$,

$$W=k\rho\,(\cos\phi\,\sigma_z+\sin\phi\,\sigma_x).$$

The eigenvectors of $\sigma_y$ are $|\pm\rangle=(1,\pm i)/\sqrt2$. In this basis

$$\langle+|\sigma_z|-\rangle=\tfrac12(1,-i)\cdot(1,i)=1,\qquad \langle+|\sigma_x|-\rangle=\tfrac12(1,-i)\cdot(-i,1)=-i,$$

where the dot is a plain sum of products, and the diagonal elements vanish: $\langle+|\sigma_z|+\rangle=\tfrac12(1,-i)\cdot(1,-i)=0$ and $\langle+|\sigma_x|+\rangle=\tfrac12(1,-i)\cdot(i,1)=0$. With $\sigma_+=|+\rangle\langle-|$ and $\sigma_-=\sigma_+^\dagger$ this means

$$\sigma_z=\sigma_++\sigma_-,\qquad \sigma_x=-i\sigma_++i\sigma_-,\qquad W=k\rho\,\bigl(e^{-i\phi}\sigma_++e^{i\phi}\sigma_-\bigr),\tag{2}$$

because the coefficient of $\sigma_+$ is $\cos\phi-i\sin\phi$.

Form (2) shows why the linear coupling has one constant. The threefold rotation multiplies $|+\rangle$ and $|-\rangle$ by complex-conjugate cube roots of unity, so it multiplies $\sigma_+$ by a cube root $\zeta\ne1$, and it leaves $\sigma_y$ and the unit matrix unchanged. The combinations $\rho e^{\pm i\phi}$ of an E mode are multiplied by $\zeta$ and $\zeta^{-1}$; the sense of $\phi$ is chosen so that $\rho e^{-i\phi}$ takes $\zeta^{-1}$. The only invariants linear in $Q$ are then $\rho e^{-i\phi}\sigma_+$ and its adjoint, and the origin of $\phi$ is chosen to make the coefficient real. At second order $(\rho e^{i\phi})^2$ takes $\zeta^2=\zeta^{-1}$, so $\rho^2e^{2i\phi}\sigma_+$ is also allowed. That term is absent from (1) by assumption and is restored in part 12.

## 3. The Mexican hat

At fixed $Q$ the electronic problem is the matrix $W$. Since $\sigma_z^2=\sigma_x^2=1$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$, one has $W^2=k^2\rho^2(\cos^2\phi+\sin^2\phi)=k^2\rho^2$. The trace of $W$ is zero, so its eigenvalues are $\pm k\rho$, and the adiabatic surfaces are

$$V_\pm(\rho)=\tfrac12\rho^2\pm k\rho,\qquad V_-=\tfrac12(\rho-k)^2-\tfrac12k^2.\tag{3}$$

They do not depend on $\phi$. They meet in a cone at $\rho=0$. The lower one has a circular trough at $\rho=k$, which is the distance $k\ell=F/(M\omega^2)$, of depth

$$E_{JT}=\tfrac12k^2\omega=\frac{F^2}{2M\omega^2}.$$

In the trough the radial curvature is $d^2V_-/d\rho^2=1$, the same as for the uncoupled mode, and the curvature along the trough is zero. One of the two vibrations has turned into free motion of the distortion round a ring, called pseudorotation. The vertical gap between the sheets at the trough is $2k\rho=2k^2$, that is $4E_{JT}$.

The normalized real eigenvectors are

$$u=\bigl(-\sin\tfrac\phi2,\ \cos\tfrac\phi2\bigr)\ \text{ for }-k\rho,\qquad w=\bigl(\cos\tfrac\phi2,\ \sin\tfrac\phi2\bigr)\ \text{ for }+k\rho.$$

To check $u$, apply the matrix with rows $(\cos\phi,\sin\phi)$ and $(\sin\phi,-\cos\phi)$. The first component is $-\cos\phi\sin\frac\phi2+\sin\phi\cos\frac\phi2=\sin\frac\phi2$ and the second is $-\sin\phi\sin\frac\phi2-\cos\phi\cos\frac\phi2=-\cos\frac\phi2$, so the result is $-u$. The vector $w$ is orthogonal to $u$ and therefore belongs to the other eigenvalue.

## 4. The Berry phase

The half angle has a direct consequence. Replacing $\phi$ by $\phi+2\pi$ shifts $\phi/2$ by $\pi$, so

$$u(\phi+2\pi)=-u(\phi).$$

Carried continuously once round the cone, the real electronic state returns with the opposite sign.

The Berry phase of a closed loop is $\gamma=\oint i\langle v|dv\rangle$ for a normalized eigenvector $v$ that is single-valued on the loop. Take $v=e^{i\phi/2}u$, which is single-valued because both factors change sign. Differentiating $u$ gives $u'=-\tfrac12(\cos\frac\phi2,\sin\frac\phi2)=-\tfrac12w$, so $\langle u|u'\rangle=0$, and

$$i\langle v|\partial_\phi v\rangle=i\bigl(\tfrac i2+\langle u|u'\rangle\bigr)=-\tfrac12,\qquad \gamma=-\tfrac12\oint d\phi .$$

A loop that encloses the origin once has $\oint d\phi=2\pi$ and $\gamma=-\pi$. A loop that does not enclose it has $\oint d\phi=0$ and $\gamma=0$. Any other single-valued choice is $e^{i\alpha}v$ with $\alpha$ returning to itself modulo $2\pi$; this adds $-\oint d\alpha$, a multiple of $2\pi$. Hence $\gamma$ is defined modulo $2\pi$, the values $-\pi$ and $\pi$ are the same, and the result does not depend on the shape or radius of the loop or on $k$.

The quantization rests on $W$ being real. A real symmetric matrix with a non-degenerate eigenvalue has a real eigenvector that is fixed up to sign, so continuation round a loop can only return $\pm u$, and $\gamma$ is $0$ or $\pi$. A term $\lambda\sigma_y$ makes the matrix complex, and this argument then no longer applies.

The numerical check evaluates the phase of the product of overlaps $\langle v_i|v_{i+1}\rangle$ round a loop, with numerically computed eigenvectors that are each given a random phase. It asserts $\pi$ for an off-centre loop round the origin and $0$ for a loop beside it.

## 5. The conserved pseudo-angular momentum

Let $L=Q_xP_y-Q_yP_x=-i\partial_\phi$. It commutes with the oscillator part of (1). For the coupling, $[L,e^{\mp i\phi}]=\mp e^{\mp i\phi}$. From $\sigma_y|\pm\rangle=\pm|\pm\rangle$ one finds $\sigma_y\sigma_+=\sigma_+$ and $\sigma_+\sigma_y=-\sigma_+$, so $[\tfrac12\sigma_y,\sigma_\pm]=\pm\sigma_\pm$. In $e^{-i\phi}\sigma_+$ the two contributions are $-1$ and $+1$, and in $e^{i\phi}\sigma_-$ they are $+1$ and $-1$. Therefore

$$J=L+\tfrac12\sigma_y,\qquad [H,J]=0.\tag{4}$$

The linear model has a continuous symmetry, larger than the threefold symmetry of the molecule. The components of a wave function along the fixed vectors $|\pm\rangle$ are ordinary single-valued functions on the $(Q_x,Q_y)$ plane, so $L$ has integer eigenvalues. Adding $\pm\tfrac12$ gives $j=\pm\tfrac12,\pm\tfrac32,\dots$ This holds exactly, at any $k$. The factor $\tfrac12$ comes from the commutator: $\sigma_+$ must change the electronic part of $J$ by one unit to balance $e^{-i\phi}$, and two states one unit apart and placed symmetrically about zero sit at $\pm\tfrac12$.

Two discrete operations matter. Let $K$ be complex conjugation in the representation where $Q$, $\theta$ and $\epsilon$ are real. The Hamiltonian is real, so $K$ maps eigenstates to eigenstates of the same energy. It sends $L\to-L$ and $\sigma_y\to-\sigma_y$, so $j\to-j$, and $K|\pm\rangle=|\mp\rangle$. Since $j\neq0$, the states $\psi$ and $K\psi$ are orthogonal, and every level is at least doubly degenerate. The second operation is the reflection $R=\sigma_z\times(Q_y\to-Q_y)$. It leaves $Q_x\sigma_z$ unchanged, and in $Q_y\sigma_x$ it reverses both factors, so $[H,R]=0$. It reverses $L$ and $\sigma_y$, so $RJR=-J$, and $R|\pm\rangle=|\mp\rangle$. The functions $\theta$ and $\epsilon$ are even and odd under $R$.

## 6. The radial equations and the link with the Berry phase

The general state with eigenvalue $j$ pairs $|+\rangle$ with $L=j-\tfrac12$ and $|-\rangle$ with $L=j+\tfrac12$:

$$\psi_j=\frac1{\sqrt{2\pi}}\Bigl[a(\rho)\,e^{i(j-1/2)\phi}|+\rangle+b(\rho)\,e^{i(j+1/2)\phi}|-\rangle\Bigr].\tag{5}$$

The Laplacian in polar coordinates is $\partial_\rho^2+\rho^{-1}\partial_\rho+\rho^{-2}\partial_\phi^2$. The term $e^{-i\phi}\sigma_+$ turns $b\,e^{i(j+1/2)\phi}|-\rangle$ into $b\,e^{i(j-1/2)\phi}|+\rangle$, and $e^{i\phi}\sigma_-$ does the reverse with $a$. With $T=-\tfrac12(\partial_\rho^2+\rho^{-1}\partial_\rho)+\tfrac12\rho^2$,

$$\Bigl[T+\frac{(j-\frac12)^2}{2\rho^2}\Bigr]a+k\rho\,b=\mathcal E a,\qquad \Bigl[T+\frac{(j+\frac12)^2}{2\rho^2}\Bigr]b+k\rho\,a=\mathcal E b.\tag{6}$$

The coefficients are real. The weights are

$$A=\int_0^\infty|a|^2\rho\,d\rho,\qquad B=\int_0^\infty|b|^2\rho\,d\rho,\qquad A+B=1.$$

The same state can be written on the adiabatic sheets. Projecting, $\langle+|w\rangle=(\cos\frac\phi2-i\sin\frac\phi2)/\sqrt2=e^{-i\phi/2}/\sqrt2$ and $\langle+|u\rangle=(-\sin\frac\phi2-i\cos\frac\phi2)/\sqrt2=-ie^{-i\phi/2}/\sqrt2$, and the projections on $|-\rangle$ are the complex conjugates. Thus $w=(e^{-i\phi/2}|+\rangle+e^{i\phi/2}|-\rangle)/\sqrt2$ and $iu=(e^{-i\phi/2}|+\rangle-e^{i\phi/2}|-\rangle)/\sqrt2$. The sum and difference give $e^{\mp i\phi/2}|\pm\rangle=(w\pm iu)/\sqrt2$, and (5) becomes

$$\psi_j=\frac{e^{ij\phi}}{\sqrt{2\pi}}\bigl[f_L(\rho)\,iu+f_U(\rho)\,w\bigr],\qquad f_L=\frac{a-b}{\sqrt2},\quad f_U=\frac{a+b}{\sqrt2}.\tag{7}$$

Here $j$ is the angular momentum of the nuclear factor that multiplies the real adiabatic states. These change sign round the cone and the total function does not, so $e^{ij\phi}$ must change sign, and $j$ is half an odd integer. The Berry phase $\pi$ and the half-odd $j$ are one fact seen in two bases. Equation (7) is exact and does not assume that the motion stays on one sheet.

## 7. The tridiagonal chain

Define $a_x=(Q_x+iP_x)/\sqrt2$, likewise $a_y$, and the circular quanta $a_\pm=(a_x\mp ia_y)/\sqrt2$. These obey $[a_\pm,a_\pm^\dagger]=1$ and $[a_+,a_-^\dagger]=\tfrac12(1-1)=0$. Expanding, $a_\pm^\dagger a_\pm=\tfrac12\,[n_x+n_y\mp i(a_x^\dagger a_y-a_y^\dagger a_x)]$. Inserting $Q=(a+a^\dagger)/\sqrt2$ and $P=-i(a-a^\dagger)/\sqrt2$ in $L$,

$$L=-\tfrac i2\bigl[(a_x+a_x^\dagger)(a_y-a_y^\dagger)-(a_y+a_y^\dagger)(a_x-a_x^\dagger)\bigr]=-i\,(a_x^\dagger a_y-a_y^\dagger a_x),$$

since the terms $a_xa_y$ and $a_x^\dagger a_y^\dagger$ cancel. Hence $n_++n_-=n_x+n_y$ and $n_+-n_-=L$. Also

$$\rho e^{i\phi}=Q_x+iQ_y=\frac{a_x^\dagger+ia_y^\dagger}{\sqrt2}+\frac{a_x+ia_y}{\sqrt2}=a_+^\dagger+a_-,$$

and so

$$\frac H\omega=n_++n_-+1+k\bigl[\sigma_+(a_++a_-^\dagger)+\sigma_-(a_+^\dagger+a_-)\bigr].\tag{8}$$

Fix $j=m+\tfrac12$ with $m\ge0$. The basis states $|n_+,n_-;\pm\rangle$ with this $j$ have $n_+-n_-=m$ for $+$ and $m+1$ for $-$. They form one sequence: site $n=2s$ is $|m+s,s;+\rangle$ and site $n=2s+1$ is $|m+s+1,s;-\rangle$, with $s=0,1,2,\dots$ The diagonal element is the number of quanta plus one, $d_n=m+n+1$. From site $2s$, $\sigma_-a_+^\dagger$ leads to site $2s+1$ with amplitude $k\sqrt{m+s+1}$, $\sigma_-a_-$ leads to site $2s-1$ with amplitude $k\sqrt s$, and $\sigma_+$ gives zero. The block is a real symmetric tridiagonal matrix with off-diagonal elements

$$t_0,t_1,t_2,\dots=k\,\bigl(\sqrt{m+1},\ \sqrt1,\ \sqrt{m+2},\ \sqrt2,\ \sqrt{m+3},\dots\bigr).\tag{9}$$

The weight $A$ is the sum of the squared amplitudes on even sites. This matrix is the numerical solution of the problem: truncated at a number of quanta well above $k^2/2$, the classical oscillator energy at the trough, it gives all low levels.

The eigenvalue equation is $t_{n-1}c_{n-1}+(d_n-\mathcal E)c_n+t_nc_{n+1}=0$, with no $c_{-1}$. No $t_n$ is zero, so $c_0$ fixes $c_1$, these two fix $c_2$, and so on. Each eigenvalue of a block therefore has a single eigenvector, and choosing $c_0$ real makes every $c_n$ real. The same holds for (6): if $(a,b)$ is a solution then so is $(a^*,b^*)$ at the same energy, simplicity makes them proportional, and one overall phase makes $a$ and $b$ real. This choice is made from here on.

The program builds $H$ in products of Cartesian oscillator states, a construction that makes no use of $J$. It asserts, for $k=0.5,1,2,3$, that $H$ commutes with $J$, that the lowest ten levels of the $R$-even and $R$-odd sectors coincide, and that they equal the levels of the chains (9). At $k=2$ it also checks the lowest level and the weight $A$ of the $j=\tfrac12$ and $\tfrac32$ chains against a finite-difference solution of (6).

For each conserved half-odd $j$, the linear model has been reduced to a pair of radial equations and an equivalent tridiagonal matrix, and the half-odd values have been tied to the Berry phase $\pi$. It remains to find which $j$ gives the ground level and how strongly a weak electronic perturbation acts on it.
